# Flux at the Bottom of a Trench under Cosine Inflow, part 1

(Sections cited here and not found follow in the second part.)

## First half: from open ground to the bottom of a trench

A metal film is sputtered at low pressure onto a wafer into which long, narrow trenches have been etched. The flat ground between the trenches receives 20 nm of metal. The bottom of a trench receives less, because its walls hide part of the region from which the atoms arrive. Suppose the trench is 200 nm wide and 400 nm deep. How much metal reaches the middle of its bottom?

The question is one of geometry if the atoms fly straight inside the trench and stay where they first land. I take both as assumptions here, and size their failure in the second half. The trench has width $w$, depth $d$, vertical walls, a flat bottom and unlimited length. Its aspect ratio is

$$
a=\frac{d}{w}.
$$

The trench is empty at the start, and the fluxes below belong to that initial shape.

### What cosine inflow means

Let $J_0$ be the number of atoms that land per unit time on a unit area of open, flat ground. The trench is tiny compared with the distance to the source, so I take the same flux $J_0$ to cross every part of the mouth plane.

The directions need a rule too. Let $\theta$ be the angle between a flight direction and the vertical, and let $I$ be the intensity: the number of atoms per unit time, per unit solid angle, and per unit area held perpendicular to the flight direction. A horizontal area $A$ presents the perpendicular area $A\cos\theta$ to these atoms. The flux through it from the solid angle $d\Omega$ is therefore

$$
dJ=I\cos\theta\,d\Omega .
$$

Cosine inflow means that $I$ is the same for all downward directions. The cosine comes from the tilt of the area, not from a preference of the atoms for vertical flight. The value of $I$ follows from the total flux. With $d\Omega=\sin\theta\,d\theta\,d\varphi$, where $\varphi$ is the azimuth,

$$
J_0=I\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=I\cdot 2\pi\cdot\frac12=\pi I ,
$$

so that $I=J_0/\pi$ and

$$
dJ=\frac{J_0}{\pi}\cos\theta\,d\Omega .
$$

### Intensity does not fade along a straight path

The rule holds at the mouth, and I need it at the bottom. Consider a small area $dA_1$ in the mouth and a small area $dA_2$ on a surface inside the trench, a distance $r$ apart. The line joining them makes the angle $\theta_1$ with the normal of the first and $\theta_2$ with the normal of the second.

Seen from the first area, the second fills the solid angle $\cos\theta_2\,dA_2/r^2$. The number of atoms per unit time that cross the first and then reach the second is

$$
dN=I_1\cos\theta_1\,dA_1\,\frac{\cos\theta_2\,dA_2}{r^2}.
$$

Seen from the second area, the first fills the solid angle $\cos\theta_1\,dA_1/r^2$. The same atoms, counted on arrival, are

$$
dN=I_2\cos\theta_2\,dA_2\,\frac{\cos\theta_1\,dA_1}{r^2}.
$$

In a steady stream without collisions the two counts agree, and hence $I_2=I_1$. The familiar factor $1/r^2$ describes how small the mouth element looks from afar. It does not describe a loss of intensity.

A point on the bottom thus receives the intensity $J_0/\pi$ from every direction in which it sees the mouth. From the other directions it sees wall. With unit sticking the wall sends nothing back, so those directions contribute zero. The flux at the bottom is

$$
J=\frac{J_0}{\pi}\int_{\text{mouth visible}}\cos\theta\,d\Omega .
$$

As a first limit, remove the walls. The whole upper hemisphere is then open, the integral is $\pi$, and $J=J_0$.

### A simple case: the round hole

The easiest obstructed view belongs to a round hole of diameter $w$ and depth $d$. From the centre of its bottom, the mouth fills a cone around the vertical. The half-angle $\alpha$ of the cone follows from the radius $w/2$ and the depth:

$$
\tan\alpha=\frac{w/2}{d}=\frac{1}{2a}.
$$

The azimuth is unrestricted and $\theta$ runs from zero to $\alpha$. Therefore

$$
\frac{J_{\rm hole}}{J_0}=\frac1\pi\cdot2\pi\int_0^\alpha\cos\theta\sin\theta\,d\theta
=\sin^2\alpha .
$$

To express this through $a$, use $\sin^2\alpha=\tan^2\alpha/(1+\tan^2\alpha)$ and multiply numerator and denominator by $4a^2$:

$$
\frac{J_{\rm hole}}{J_0}=\frac{1/(4a^2)}{1+1/(4a^2)}=\frac{1}{1+4a^2}.
$$

For a shallow hole this tends to 1. For a deep hole it tends to $1/(4a^2)$, which can be understood directly: the mouth has area $\pi w^2/4$, all of it is seen almost vertically, and its solid angle is $\pi w^2/(4d^2)$. Multiplication by $J_0/\pi$ gives $J_0w^2/(4d^2)$, as required. For $a=2$ the hole receives $1/17=0.0588$ of the open-field flux.

### Opening the hole into a trench

In a trench the view across is as narrow as in the hole, but the view along the trench reaches to the horizon. The flux must be larger. To find it, put the origin at the bottom centre, with $x$ across the trench and $y$ along it. A mouth element $dx\,dy$ lies at height $d$ and at the distance

$$
r=\sqrt{x^2+y^2+d^2}.
$$

The cross-section is a rectangle, so no wall interrupts a straight line from the mouth to the bottom. Both surfaces are horizontal, and both cosines are $d/r$. One belongs to the solid angle of the mouth element, $d\Omega=(d/r)\,dx\,dy/r^2$. The other belongs to the tilt of the receiving area. Together they give

$$
dJ=\frac{J_0}{\pi}\,\frac dr\,\frac{d}{r}\,\frac{dx\,dy}{r^2}
=\frac{J_0d^2}{\pi r^4}\,dx\,dy .
$$

First I sum along the trench at fixed $x$. Let $\rho^2=x^2+d^2$, so that $r^2=\rho^2+y^2$, and substitute $y=\rho\tan\beta$. Then $dy=\rho\,d\beta/\cos^2\beta$ and $r^4=\rho^4/\cos^4\beta$, which leads to

$$
\int_{-\infty}^{\infty}\frac{dy}{(\rho^2+y^2)^2}
=\frac1{\rho^3}\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta
=\frac{\pi}{2\rho^3}.
$$

A strip of the mouth of width $dx$ therefore contributes

$$
dJ=\frac{J_0d^2}{2\,(x^2+d^2)^{3/2}}\,dx .
$$

Next I sum across the mouth. Let $\gamma$ be the angle from the vertical at which the strip appears in the cross-section, so that $x=d\tan\gamma$. Then $dx=d\,d\gamma/\cos^2\gamma$, where the first $d$ is the depth, and $(x^2+d^2)^{3/2}=d^3/\cos^3\gamma$. The powers of the depth cancel, and

$$
dJ=\frac{J_0}{2}\cos\gamma\,d\gamma .
$$

The cosine law in space has become a cosine law in the plane of the cross-section, with the factor $1/2$ in place of $1/\pi$. The new factor is right for open ground, since $\frac12\int_{-\pi/2}^{\pi/2}\cos\gamma\,d\gamma=1$.

From the bottom centre the two rims appear at $\gamma=\pm\alpha$, with the same $\alpha$ as for the hole. The result is

$$
\frac{J}{J_0}=\frac12\int_{-\alpha}^{\alpha}\cos\gamma\,d\gamma=\sin\alpha .
$$

With $\sin\alpha=\tan\alpha/\sqrt{1+\tan^2\alpha}$ and $\tan\alpha=1/(2a)$, multiplication of numerator and denominator by $2a$ gives

$$
\boxed{\frac{J}{J_0}=\frac{1}{\sqrt{1+4a^2}}}
$$

The hole receives $\sin^2\alpha$ and the trench $\sin\alpha$. A hole restricts the view in two horizontal directions, a trench in one.

### Limits and a second route

For a shallow trench the expansion in small $a$ is $J/J_0\approx1-2a^2$, which tends to 1. For a deep trench,

$$
\frac{J}{J_0}=\frac1{2a}\left(1+\frac1{4a^2}\right)^{-1/2}
\approx\frac1{2a}\left(1-\frac1{8a^2}\right).
$$

The leading term $1/(2a)$ is half the angular width of the mouth, $w/d$, in agreement with the planar law at $\cos\gamma\approx1$. At $a=2$ it gives 0.2500, while the full formula gives $1/\sqrt{17}=0.2425$. The deep-trench rule is already within about 3% of the full result.

The flux can also be found by summing over directions instead of mouth elements. Measure $\varphi$ from the $x$ direction and write $t=\tan\alpha$. A path with polar angle $\theta$ shifts sideways by $\tan\theta\cos\varphi$ per unit height. It comes through the mouth if $\tan\theta\,|\cos\varphi|<t$. The largest allowed angle $\theta_m$ obeys $\tan\theta_m=t/|\cos\varphi|$, and hence

$$
\sin^2\theta_m=\frac{\tan^2\theta_m}{1+\tan^2\theta_m}=\frac{t^2}{t^2+\cos^2\varphi}.
$$

The integral over $\theta$ gives $\frac12\sin^2\theta_m$, as for the hole. The four quadrants of $\varphi$ are equal, so

$$
\frac J{J_0}=\frac{4}{2\pi}\int_0^{\pi/2}\frac{t^2\,d\varphi}{t^2+\cos^2\varphi}.
$$

Divide numerator and denominator by $\cos^2\varphi$ and put $u=\tan\varphi$. Then $du=d\varphi/\cos^2\varphi$ and $1/\cos^2\varphi=1+u^2$, which turns the expression into

$$
\frac J{J_0}=\frac2\pi\int_0^\infty\frac{t^2\,du}{1+t^2+t^2u^2}
=\frac2\pi\,\frac{\pi t^2}{2t\sqrt{1+t^2}}
=\frac{t}{\sqrt{1+t^2}}=\sin\alpha .
$$

Here I used $\int_0^\infty du/(A+Bu^2)=\pi/(2\sqrt{AB})$. The two routes agree.

A direct numerical sum over the mouth area gives 0.70711, 0.44721, 0.24254 and 0.09950 for $a=0.5$, 1, 2 and 5. The formula gives the same five decimals in each case.

### Away from the centre

The planar law also covers a bottom point at a distance $x_0$ from the centre line. Its horizontal distances to the two rims are $w/2-x_0$ and $w/2+x_0$. Each side contributes half the sine of its own opening angle:

$$
\frac{J(x_0)}{J_0}=\frac12\left[
\frac{w/2-x_0}{\sqrt{(w/2-x_0)^2+d^2}}+
\frac{w/2+x_0}{\sqrt{(w/2+x_0)^2+d^2}}\right].
$$

At $x_0=0$ the terms are equal and the boxed result returns. To see how the flux varies, note that the derivative of $u/\sqrt{u^2+d^2}$ is $d^2/(u^2+d^2)^{3/2}$. Therefore

$$
\frac{1}{J_0}\frac{dJ}{dx_0}=\frac{d^2}{2}\left[
\frac1{[(w/2+x_0)^2+d^2]^{3/2}}-\frac1{[(w/2-x_0)^2+d^2]^{3/2}}\right].
$$

For $x_0>0$ the first denominator is the larger, and the derivative is negative. The centre line receives the largest flux on the bottom. At the edge, $x_0=w/2$, one term vanishes and

$$
\frac{J_{\rm edge}}{J_0}=\frac{w}{2\sqrt{w^2+d^2}}=\frac{1}{2\sqrt{1+a^2}} .
$$

In the shallow limit this is $1/2$, even though the centre receives the full flux. A point at the foot of a wall loses half of its view, however low the wall is. In the deep limit the edge approaches the same $1/(2a)$ as the centre. At $a=2$ the edge receives 0.2236, about 8% less than the centre.

The average over the bottom follows by integration. The two terms of the profile are mirror images and have equal averages, so one of them suffices, without the factor $1/2$. With $u=w/2+x_0$,

$$
\frac{\bar J}{J_0}=\frac1w\int_0^w\frac{u\,du}{\sqrt{u^2+d^2}}
=\frac{\sqrt{w^2+d^2}-d}{w}=\sqrt{1+a^2}-a .
$$

At $a=2$ this is 0.2361, slightly below the centre value.

The averages can be confronted with flight paths drawn at random. Two million straight paths were started uniformly across the mouth of a trench with $a=2$, with directions from the cosine law. The fraction that landed on the bottom was 0.2362. The middle tenth of the bottom, where the profile is nearly flat, received a relative flux of $0.2417\pm0.0011$. Both agree with the formulas within the statistical error.

## Second half: the walls, the example and the limits of the model

The trench has width $w$, depth $d$ and aspect ratio $a=d/w$. Open ground receives the flux $J_0$, with the intensity $J_0/\pi$ in every downward direction. Three results are carried over. The bottom centre receives $J_0\sin\alpha=J_0/\sqrt{1+4a^2}$, where $\tan\alpha=1/(2a)$. The bottom edge receives $J_0/(2\sqrt{1+a^2})$. The bottom average is $J_0(\sqrt{1+a^2}-a)$. The integral along the trench, $\int dy/(\rho^2+y^2)^2=\pi/(2\rho^3)$, is needed again.

### What the walls receive

What does not reach the bottom must land on the walls. Take a wall point at depth $z$ below the mouth, and let $x$ now be the horizontal distance from this wall. The mouth extends from $x=0$ to $x=w$. For a path from the mouth element at $(x,y)$, the cosine at the mouth is $z/r$. The wall normal is horizontal, so the cosine at the wall is $x/r$. With $r^2=x^2+y^2+z^2$,

$$
dJ_{\rm wall}=\frac{J_0}{\pi}\frac{z\,x}{r^4}\,dx\,dy .
$$

The sum along $y$ uses the known integral with $\rho^2=x^2+z^2$. It leaves

$$
\frac{J_{\rm wall}(z)}{J_0}=\frac z2\int_0^w\frac{x\,dx}{(x^2+z^2)^{3/2}} .
$$

The antiderivative of $x(x^2+z^2)^{-3/2}$ is $-(x^2+z^2)^{-1/2}$. Hence

$$
\frac{J_{\rm wall}(z)}{J_0}=\frac z2\left[\frac1z-\frac1{\sqrt{w^2+z^2}}\right]
=\frac12\left[1-\frac{z}{\sqrt{z^2+w^2}}\right].
$$

Just below the rim, $z\to0$, the wall receives $J_0/2$: it faces half of the open sky. Far down, $z\gg w$, the ratio $z/\sqrt{z^2+w^2}$ is close to $1-w^2/(2z^2)$, and the wall flux falls to $J_0w^2/(4z^2)$. One power of $w/z$ comes from the narrow view and the other from the grazing arrival.

Particle number offers a check on the whole geometry. Per unit length of trench, both walls together collect

$$
2\int_0^dJ_{\rm wall}\,dz
=J_0\left[z-\sqrt{z^2+w^2}\right]_0^d
=J_0\left(d+w-\sqrt{d^2+w^2}\right).
$$

The bottom collects $w\bar J=J_0(\sqrt{w^2+d^2}-d)$. The sum is $J_0w$, which is the number that enters through the mouth. For $a=2$ the walls take 0.7639 of the inflow and the bottom takes 0.2361.

For cosine inflow, straight flight and unit sticking, the initial fluxes on the bottom and walls of the trench are now known, and together they account for every atom that enters the mouth. What remains is to turn them into film thicknesses for the 200 nm by 400 nm trench and to estimate how far the result shifts when the assumptions fail.

All numerical values are calculated from the stated model.
